\section*{Can evanescent diffraction orders carry power across a mask gap?}

\section*{Question}

I am modelling near-field exposure through a chromeless phase mask: a glass plate with etched grooves, a thin air gap, then resist. The wavelength is 365 nm, the period 300 nm and the gap 60 nm. Light arrives at normal incidence with the electric field along the grooves. All three media are lossless in the model and the resist fills the half-space below. The index is 1.47 in the glass and 1.70 in the resist. The grooves are 200 nm deep and half a period wide.

In air the first orders have $k_x/k_0=365/300=1.217$, so they are evanescent there. I was taught that evanescent orders carry no power, so I added up the power reflected into the glass and the power of the zeroth order in the gap. The sum is 0.949 of the incident power. Nothing absorbs, so where is the other 5\%? Is my solver wrong, or is the rule?

\section*{Answer}

In a lossless medium the rule holds for a single evanescent wave in the direction in which that wave decays; along the mask the same wave does carry power. In a gap with resist on the far side, each evanescent order consists of two waves, one decaying and one growing, and together they can carry power.

\subsection*{The flux of one order}

Let $z$ point from mask to resist and $x$ across the grooves, with $z=0$ at the gap entrance and $z=d$ at the resist. Fields vary as $e^{-i\omega t}$. The gap has real relative permittivity $\varepsilon_g$, equal to 1 for air. Order $m$ has the form $E_y=E(z)e^{ik_xx}$, with $k_x=2\pi m/p$ for period $p$ at normal incidence. It is evanescent in the gap when
\begin{equation}
\kappa^2=k_x^2-\varepsilon_gk_0^2>0 .
\end{equation}
Your polarization is TE, with $E_y$ the only electric component. The $x$ and $z$ components of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ read $-\partial_zE_y=i\omega\mu_0H_x$ and $\partial_xE_y=i\omega\mu_0H_z$, so
\begin{equation}
H_x=\frac{i}{\omega\mu_0}\frac{dE}{dz}\,e^{ik_xx},\qquad
H_z=\frac{k_x}{\omega\mu_0}E\,e^{ik_xx}.
\end{equation}
The time-averaged Poynting vector is $\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)$. Its normal component is $-\tfrac12\mathrm{Re}(E_yH_x^*)$. Conjugating $H_x$ turns $i$ into $-i$, and $\mathrm{Re}(iw)=-\mathrm{Im}\,w$, so
\begin{equation}
S_z=\frac{1}{2\omega\mu_0}\mathrm{Re}\!\left(iE\frac{dE^*}{dz}\right)
=\frac{1}{2\omega\mu_0}\mathrm{Im}\!\left(E^*\frac{dE}{dz}\right).
\label{flux}
\end{equation}
Write $E=|E|e^{i\phi}$. Then $E^*E'=|E||E|'+i|E|^2\phi'$, and
\begin{equation}
S_z=\frac{|E|^2}{2\omega\mu_0}\frac{d\phi}{dz}.
\label{phase}
\end{equation}
Power flows along $z$ when the phase advances along $z$. A lone wave $Ae^{-\kappa z}$ has the same phase at every depth, so its $S_z$ is zero. It still carries power along the mask, since
\begin{equation}
S_x=\tfrac12\mathrm{Re}(E_yH_z^*)=\frac{k_x|E|^2}{2\omega\mu_0}\neq0 .
\end{equation}
Your grating is mirror-symmetric and lit at normal incidence, so orders $+1$ and $-1$ have equal strength and opposite $k_x$, and their sideways flows cancel in the average over a period.

\subsection*{Two evanescent waves together}

The general solution in the gap is $E=Ae^{-\kappa z}+Be^{\kappa z}$. Insert it:
\begin{align}
E^*E'&=\kappa\left(A^*e^{-\kappa z}+B^*e^{\kappa z}\right)\left(-Ae^{-\kappa z}+Be^{\kappa z}\right)\nonumber\\
&=\kappa\left(-|A|^2e^{-2\kappa z}+|B|^2e^{2\kappa z}+A^*B-AB^*\right).
\end{align}
The first two terms are real. The last two are a number minus its conjugate, $2i\,\mathrm{Im}(A^*B)$. Equation (\ref{flux}) then gives
\begin{equation}
S_z=\frac{\kappa}{\omega\mu_0}\,\mathrm{Im}(A^*B)=\frac{\kappa}{\omega\mu_0}|A||B|\sin\delta,\qquad \delta=\arg B-\arg A .
\label{main}
\end{equation}
The exponentials have cancelled, so the flux is the same at every depth, as it must be in a lossless gap. The power belongs to the interference of the two waves and cannot be assigned to either. Both must be present, and $\delta$ must differ from $0$ and $\pi$.

For TM polarization use $H_y=H(z)e^{ik_xx}$. From $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon_g\mathbf E$ one has $E_x=-iH'e^{ik_xx}/(\omega\varepsilon_0\varepsilon_g)$, and $S_z=\tfrac12\mathrm{Re}(E_xH_y^*)=\mathrm{Im}(H^*H')/(2\omega\varepsilon_0\varepsilon_g)$. The same algebra gives $S_z=\kappa\,\mathrm{Im}(A^*B)/(\omega\varepsilon_0\varepsilon_g)$, where $A$ and $B$ are now amplitudes of $H_y$.

Two further cases mark the edges of (\ref{main}).

As $\kappa\to0$ the order grazes the surface and the two exponentials merge. Put $C=A+B$ and $D=\kappa(B-A)$, the field and its slope at $z=0$. Then $\mathrm{Im}(C^*D)=\kappa\,\mathrm{Im}(A^*B-B^*A)=2\kappa\,\mathrm{Im}(A^*B)$. The field becomes $C+Dz$ and the flux $\mathrm{Im}(C^*D)/(2\omega\mu_0)$ stays finite.

If the gap absorbs, $\kappa=\kappa'+i\kappa''$ is complex. A lone decaying wave has $E'=-\kappa E$, so $\mathrm{Im}(E^*E')=-\kappa''|E|^2$. Since $2\kappa'\kappa''=-k_0^2\,\mathrm{Im}\,\varepsilon_g<0$ and $\kappa'>0$, this is positive: the wave feeds the absorption ahead of it. The rule for a single wave therefore requires a lossless gap.

\subsection*{The resist sets the phase}

In the resist, of relative permittivity $\varepsilon_r$, the order is $te^{iq(z-d)}$ with $q^2=\varepsilon_rk_0^2-k_x^2$ and $\mathrm{Im}\,q\ge0$, or $q>0$ if $q$ is real. Let $a=Ae^{-\kappa d}$ and $b=Be^{\kappa d}$ be the two parts at the resist surface. Continuity of $E_y$ and of $H_x$, hence of $E'$, requires
\begin{equation}
a+b=t,\qquad \kappa(b-a)=iqt .
\end{equation}
Put $b=ra$ and eliminate $t$: $\kappa(r-1)=iq(1+r)$, so $r(\kappa-iq)=\kappa+iq$ and
\begin{equation}
r=\frac{\kappa+iq}{\kappa-iq},\qquad B=rAe^{-2\kappa d}.
\label{r}
\end{equation}
To find the imaginary part, multiply top and bottom by $\kappa+iq^*$. The numerator becomes $\kappa^2-|q|^2+2i\kappa\,\mathrm{Re}\,q$, so
\begin{equation}
\mathrm{Im}\,r=\frac{2\kappa\,\mathrm{Re}\,q}{|\kappa-iq|^2},\qquad
S_z=\frac{\kappa|A|^2}{\omega\mu_0}e^{-2\kappa d}\,\mathrm{Im}\,r .
\label{gapflux}
\end{equation}
There are three cases.

First, the order propagates in a lossless resist. Then $q$ is real, $|r|=1$ and $\delta=2\arctan(q/\kappa)$, which lies between $0$ and $\pi$. Power crosses. It matches what the resist receives: $t=(1+r)a=2\kappa a/(\kappa-iq)$, so the resist flux is
\begin{equation}
\frac{q|t|^2}{2\omega\mu_0}=\frac{1}{2\omega\mu_0}\,\frac{4\kappa^2q|a|^2}{\kappa^2+q^2}=\frac{\kappa|a|^2}{\omega\mu_0}\,\mathrm{Im}\,r .
\end{equation}

Second, the order is evanescent in a lossless resist too. Then $q=i|q|$ and $r=(\kappa-|q|)/(\kappa+|q|)$ is real. Unless resist and gap have equal permittivity, a growing wave is present, yet no power crosses.

Third, the resist absorbs, whether or not the order would propagate there without the loss. In the resist $E''=-q^2E$, so
\begin{equation}
\frac{d}{dz}\mathrm{Im}(E^*E')=\mathrm{Im}(E^*E'')=-k_0^2\,\mathrm{Im}(\varepsilon_r)\,|E|^2 .
\end{equation}
Integrating from the surface to great depth, where the field vanishes, shows that the flux entering equals the power absorbed. It is positive, and the gap must supply it.

\subsection*{Your missing 5\%}

In the average of $S_z$ over a period, a product of orders $m$ and $n$ contains $e^{i2\pi(n-m)x/p}$, which averages to zero unless $m=n$. The powers of different orders therefore add. The incident wave has amplitude $E_i$ and wavenumber $k_g$ in the glass, hence flux $k_g|E_i|^2/(2\omega\mu_0)$. Dividing (\ref{main}) by it gives the fraction carried by one evanescent order,
\begin{equation}
\eta=\frac{2\kappa\,\mathrm{Im}(A^*B)}{k_g|E_i|^2}.
\label{eta}
\end{equation}

With your indices and groove shape I solved Maxwell's equations for mask, gap and resist together with the Fourier modal method, keeping orders $-8$ to $8$. The reflected power is 0.2526 and the zeroth order carries 0.6964, which reproduces your 0.949.

For a first order, $\kappa=0.01193$ nm$^{-1}$, a decay length of 84 nm, and $q=0.02044$ nm$^{-1}$ is real. Hence
\begin{equation}
\delta=2\arctan\frac{0.02044}{0.01193}=119.5^\circ,\qquad
\frac{|B|}{|A|}=e^{-2(0.01193)(60)}=0.239 .
\end{equation}
The solution has $|A|=0.3605$ and $|B|=0.0861$ in units of $|E_i|$, in that ratio. With $k_g=0.02531$ nm$^{-1}$,
\begin{align}
\mathrm{Im}(A^*B)&=0.3605\times0.0861\times\sin119.5^\circ=0.0270,\\
\eta&=\frac{2\times0.01193\times0.0270}{0.02531}=0.0255 .
\end{align}
The two first orders carry 0.0510 between them, and $0.2526+0.6964+0.0510=1.000$. Your solver is consistent; the sum left out two channels. At 10 mW/cm$^2$ incident in the glass they deliver 0.51 mW/cm$^2$.

The phase of the first-order field advances by $46^\circ$ across the gap, as (\ref{phase}) requires of a field that carries power.

The second orders are the contrasting case. They have $\kappa=0.0382$ nm$^{-1}$ and are evanescent in the resist with $|q|=0.0300$ nm$^{-1}$, so $r=0.0082/0.0682=0.12$. The growing part exists, but it is in phase with the decaying part and the flux is zero. If the resist index is changed to $1.70+0.02i$ with all else fixed, each second order delivers $1.8\times10^{-8}$ of the incident power: not zero, but negligible.

\subsection*{What this power does to the image}

Below the surface, second and higher orders die out within a few times $1/|q|=33$ nm. Any lateral pattern deeper down comes from the first orders that crossed the gap, which interfere with the zeroth order and, more weakly, with each other. Define the modulation as $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ with $I=|E|^2$. In the lossless resist it is 0.26 at the surface, 0.72 at 250 nm depth and 0.61 at 500 nm.

Such modulation from 5\% of the power is possible because interference depends on amplitude. Flux in the resist is proportional to $q|t|^2$, and the zeroth order has $q_0=1.70k_0=0.0293$ nm$^{-1}$. The amplitude ratio is
\begin{equation}
\frac{|t_1|}{|t_0|}=\sqrt{\frac{0.0255}{0.6964}\times\frac{0.0293}{0.0204}}=0.23 .
\end{equation}
Two first orders add to $2\times0.23=0.46$ at their crests. At a depth where they are in phase with the zeroth order, $I$ runs from $(1-0.46)^2$ to $(1+0.46)^2$, a modulation of 0.76. The modulation varies with depth because the relative phase changes as $(q_0-q)z$.

\subsection*{Dependence on the gap}

With the mask and illumination held fixed, the fraction carried by both first orders together is:
\begin{center}
\begin{tabular}{cc}
gap (nm) & fraction\\
10 & 0.169\\
30 & 0.116\\
60 & 0.051\\
120 & 0.011\\
240 & $8.1\times10^{-4}$\\
400 & $2.2\times10^{-5}$
\end{tabular}
\end{center}
The fall is not a pure exponential. From 120 to 240 nm the factor is 0.072, while $e^{-2\kappa(120\,\mathrm{nm})}=0.057$. In (\ref{gapflux}) $\kappa$ and $r$ do not depend on $d$, so the difference is a 25\% rise in $|A|^2$.

For wide gaps the dependence of $A$ on $d$ is simple. The evanescent waves returning to the mask are negligible, but the zeroth order still returns, with a round-trip phase $2k_0d$. The amplitude $A$ is a linear response to the incident and returning waves, so it repeats whenever $d$ grows by $\lambda/2$. Over that step the flux changes by $e^{-2\kappa\lambda/2}=e^{-\kappa\lambda}=0.0129$. The full solution gives the same factor between gaps of 400 and 582.5 nm. In an unbounded gap there is no resist to produce $B$, and the rule you were taught is recovered.

\subsection*{How far to trust the 5\%}

The wavelength is the mercury i-line, and the indices are rough typical values for fused silica and a resist. A 60 nm gap means near-contact. At gaps of micrometres this channel is closed: already at 1 $\mu$m, $e^{-2\kappa d}$ is about $4\times10^{-11}$.

Real exposures depart from the model, and some of the departures move the number considerably. Each case below changes the stated item and keeps the rest.
\begin{itemize}
\item TM light gives 0.023 instead of 0.051. Unpolarized light gives the mean, 0.037.
\item Resist absorption, with index $1.70+0.02i$, gives 0.050.
\item A 300 nm film of that absorbing resist on a reflecting substrate of index $6.5+2.7i$ gives 0.030. This value depends strongly on film thickness: it is 0.097 at 250 nm, 0.011 at 350 nm and 0.19 at 400 nm. The half-space can thus be a poor model of a film without an antireflection layer, and the error can have either sign.
\item A tilt of the incident light by $2^\circ$ (measured in air) in the plane across the grooves splits the first orders from 0.0255 each into 0.014 and 0.045.
\end{itemize}
The last change is larger than the tunnelling factor suggests. For the weaker order, $k_x/k_0$ rises from 1.217 to 1.252 and $\kappa$ from $0.693k_0$ to $0.753k_0$. This lowers $e^{-2\kappa d}$ by about 12\%, but raises $\kappa\,\mathrm{Im}\,r$ by about 14\%. The two nearly cancel, so by (\ref{gapflux}) the drop lies in $|A|^2$, the amplitude that the mask launches.

Roughness, source bandwidth, resist bleaching and variation of the gap over the field are not included. The table shows what the last can do: between 30 and 120 nm the power in the first orders changes tenfold.

For your energy balance, keep every order in the gap and evaluate $\mathrm{Im}(E^*E')$ for each. Alternatively, count power in the lossless resist, where the first orders are ordinary propagating waves.

All numerical values are calculated from the stated model.
